Does the scanning-capacitance zero mark the metallurgical p-n junction?

**The argument under comment**

A cross-sectioned silicon junction is scanned with a conducting tip on a thin oxide. The instrument records S = dC/dV, the change of tip capacitance with tip voltage. The argument then runs: S is positive over n-type material and negative over p-type material; the net doping changes sign at the metallurgical junction; therefore the position where S = 0 is the metallurgical junction, and the direct tip bias affects only the strength of the contrast.

The first premise is sound for uniform material that the tip has not begun to invert; the sign of S changes before strong inversion. For p-type material with 10¹⁷ cm⁻³ acceptors this happens in a planar capacitor when the surface minority density is only about 2% of the doping, and under the narrow tip modelled below when it is about half the doping. A positive tip draws electrons to an n-type surface and raises C, while it drives holes from a p-type surface and lowers C. The conclusion needs more: that S at each tip position reports the sign of the doping directly below. That can be examined by asking what charge distribution S measures, and then by moving the tip bias with the doping held fixed.

**The junction before the tip arrives**

In the algebra e = 1 and 4πε₀ = 1, so potentials and energies share a scale. The potential ψ is zero where the material is intrinsic, N is donor minus acceptor density, and x is measured from the metallurgical junction, with the n side at x > 0. Both sides are grounded. Carriers are in equilibrium and nondegenerate:

n = n_i exp(ψ/kT), p = n_i exp(−ψ/kT).

For an abrupt junction N = −N_A at x < 0 and N = N_D at x > 0. The depletion approximation removes all carriers from widths x_p and x_n. Neutrality requires N_A x_p = N_D x_n, so with W = x_p + x_n

x_p = W N_D/(N_A + N_D), x_n = W N_A/(N_A + N_D).

Integrating Poisson's equation twice gives drops of 2πN_A x_p²/ε and 2πN_D x_n²/ε. Their sum is the built-in potential:

V_bi = (2π/ε) W² N_A N_D/(N_A + N_D).

The example has N_A = 10¹⁷ cm⁻³, N_D = 10¹⁸ cm⁻³, n_i = 10¹⁰ cm⁻³ and T = 300 K. Then V_bi = 0.893 V, x_p = 102.5 nm and x_n = 10.2 nm. The depleted region lies mostly on the p side.

Where is n = p? With the carriers retained, Poisson's equation is

εψ″ = 4π(n − p − N).

Multiply by ψ′. Since nψ′ = kT n′ and pψ′ = −kT p′, the carrier term is kT(n + p)′. Integrate from each neutral bulk, where n + p is very nearly N_A or N_D and ψ is ψ_p or ψ_n:

p side: εψ′²/(8π) = N_A(ψ − ψ_p − kT) + kT(n + p)

n side: εψ′²/(8π) = N_D(ψ_n − ψ − kT) + kT(n + p).

At x = 0 both ψ and ψ′ are continuous, so the carrier terms cancel between the two lines:

N_A(ψ₀ − ψ_p − kT) = N_D(ψ_n − ψ₀ − kT).

With ψ_p = −0.4167 V, ψ_n = 0.4762 V and kT = 0.02585 eV,

ψ₀ = [−0.3909 + 10(0.4504)]/11 = 0.374 V.

The metallurgical plane is therefore strongly electron-rich before any tip is present. To find the plane where ψ = 0, drop the small term kT(n + p) on the p side and integrate dx = dψ/ψ′ from ψ = 0 to ψ₀:

|x_e| = √(ε/(2πN_A)) [√(ψ₀ − ψ_p − kT) − √(−ψ_p − kT)].

The prefactor follows from the depletion result: it is x_p/√(V_bi N_D/(N_A + N_D)) = 102.45/√0.8117 = 113.7 nm/V^½. Hence

|x_e| = 113.7 (√0.7647 − √0.3909) = 28.3 nm.

The numerical solution without a tip also puts n = p at −28.35 nm. A measurement sensitive to carriers need not find x = 0. Nor does it follow that it finds −28 nm, because the tip disturbs the carriers it reads.

**What the tip measures**

Let V be the electrostatic potential of the tip measured from midgap alignment:

V = V_dc − (Φ_tip − Φ_mid).

Here V_dc is the applied direct bias, and the work-function difference is set to 0.40 eV. Let z point into the sample. The model treats the tip as a cylinder, uniform along the junction line, so that all capacitances are per length. It couples to the surface through a local parallel-plate capacitance per area

c(x) = 1/{4π[t/ε_ox + g(x)]}, g(x) = R − √(R² − x²),

where, in this formula and in the surface integrals below, x is measured from the tip axis. Oxide thickness is t, tip radius R, and c is zero beyond |x| = R. The surface itself carries no charge. The equations are

∇·(ε∇ψ) = 4π(n − p − N) in the silicon,

−ε ∂ψ/∂z = 4πc(V − ψ) at z = 0,

with no normal field on the other boundaries. The tip charge is Q = ∫c(V − ψ)dx.

Define w = ∂ψ/∂V, the fraction of a small tip-voltage change that appears at a point. Doping does not change with V, and ∂(n − p)/∂V = (n + p)w/kT. Therefore

∇·(ε∇w) = 4π(n + p)w/kT,

−ε ∂w/∂z = 4πc(1 − w) at z = 0,

C = dQ/dV = ∫c(1 − w)dx.

The function w stays between 0 and 1. A positive interior maximum would make the left side of its equation zero or negative while the right side is positive; a negative minimum fails in the same way. A boundary point with no normal field is covered too, since reflection across that boundary makes it an interior point. If the largest value exceeded 1 and lay under the tip, the surface condition would make w increase into the sample, a contradiction. A negative smallest value there would make w decrease inward, which is also a contradiction.

For S, differentiate again and write v = ∂w/∂V. Because ∂(n + p)/∂V = (n − p)w/kT,

∇·(ε∇v) = 4π[(n + p)v/kT + (n − p)w²/(kT)²],

−ε ∂v/∂z = −4πcv at z = 0,

dC/dV = −∫cv dx.

Multiply the equation for v by w, multiply that for w by v, subtract, and integrate over the cross-section. The terms in (n + p)vw cancel:

∫[w∇·(ε∇v) − v∇·(ε∇w)]dA = 4π(kT)⁻² ∫(n − p)w³ dA.

By Green's identity the left side is a boundary integral. The outward normal at the surface is −z, so the outward fluxes are ε∂v/∂ν = −4πcv and ε∂w/∂ν = 4πc(1 − w). The left side is then

∫[−4πcvw − 4πcv(1 − w)]dx = −4π∫cv dx = 4π dC/dV.

It follows that

S = dC/dV = (kT)⁻² ∫(n − p)w³ dA.

In SI units the prefactor is e³/(kT)². This was tested against second differences of the tip charge, from separate nonlinear solutions 4 mV apart, at (x, V) = (−110 nm, 0.3 V), (−30 nm, 0.6 V) and (20 nm, −0.6 V). The largest discrepancy was 3.1×10⁻⁴ of the sum of the electron and hole parts.

This result locates the fault in the argument. The doping N is absent from the integrand. It acts indirectly, by shaping n, p and w. The signal vanishes when mobile electrons and holes, weighted by the cube of the tip's influence, are equal over the whole region that the tip reaches. This is neither a local condition on N nor the local condition n = p.

Deep in uninverted n-type material p is negligible and S > 0; deep in uninverted p-type material S < 0. The first premise of the argument is recovered there. It cannot be carried point by point through a depleted region, where the tip's influence extends to carriers at both edges.

**Why the bias moves the zero**

Let x₀(V) be the zero, so that S(x₀(V), V) = 0. Differentiation with respect to V gives

dx₀/dV = −(∂S/∂V)/(∂S/∂x).

On a scan that goes from negative p-type signal to positive n-type signal through a simple zero, ∂S/∂x > 0. The numerator follows from the integral for S:

∂S/∂V = (kT)⁻³ ∫(n + p)w⁴ dA + 3(kT)⁻² ∫(n − p)w²v dA.

The first term is positive: a more positive tip multiplies electrons and divides holes wherever it acts. The second records the change in the tip's reach and opposes the first. To see this, multiply the equation for v by v and integrate, using the surface condition:

(kT)⁻² ∫(n − p)w²v dA = −∫[ε|∇v|²/(4π) + (n + p)v²/kT]dA − ∫cv² dx ≤ 0.

The sign of the sum depends on which term is larger. The direction is therefore conditional. If ∂S/∂V = ∂²C/∂V² is positive at the zero, so that the zero is a minimum of C as a function of V, a more positive bias moves it towards the p side.

Equal doping shows that movement does not depend on asymmetry. Reverse x and the signs of ψ, V and N. Electrons and holes exchange roles and the equations are unchanged, so C(x, V) = C(−x, −V) and

S(x, V) = −S(−x, −V).

Thus S(0, 0) = 0, and a single zero must obey x₀(−V) = −x₀(V). With 10¹⁷ cm⁻³ on both sides, the computed zeros are −26.4 nm at V = +0.6 V and +26.4 nm at V = −0.6 V. In this symmetric case the argument's conclusion holds at midgap alignment, and it fails at these two biases.

**The unequal junction under five biases**

Treating each vertical column of silicon as an independent capacitor would not repair the argument. An isolated column would be neutral, unlike the depleted columns of the junction. Near n = p the few carriers present would by themselves screen a vertical field only over the intrinsic Debye length √(εkT/(8πn_i)), which is 28.9 μm here, whereas the whole depleted region is 0.113 μm wide. Lateral fields cannot be dropped, so the equations were solved in two dimensions, starting from the depletion potential or from a nearby earlier solution. The oxide is 3 nm thick, the tip radius is 20 nm, and the relative permittivities are 11.7 for silicon and 3.9 for oxide.

Only the tip bias changes in the following list. The last entry is the signal with the tip on the true metallurgical junction, in aF/(V nm).

V = −0.6 V, V_dc = −0.2 V: x₀ = −16.1 nm, S(0) = 0.0061
V = −0.3 V, V_dc = +0.1 V: x₀ = −24.5 nm, S(0) = 0.0092
V = 0, V_dc = +0.4 V: x₀ = −30.3 nm, S(0) = 0.0161
V = +0.3 V, V_dc = +0.7 V: x₀ = −35.9 nm, S(0) = 0.0392
V = +0.6 V, V_dc = +1.0 V: x₀ = −48.2 nm, S(0) = 0.0990

The apparent junction moves about 32 nm towards the p side while the metallurgical junction stays at x = 0. Scans in 40 nm steps from −160 to 120 nm, at V = −0.6, 0 and +0.6 V, each showed one sign change. Such a scan could miss a pair of closely spaced zeros.

At V = 0 the zero is within 2 nm of the undisturbed n = p plane. That does not make it a measurement of that plane, which is fixed by the junction alone while the zero moves past it as the bias changes.

The balance at x = 0 and V = 0 shows why the true junction looks n-type. The electron part of S is 0.01622 aF/(V nm) and the hole part is 0.00011 aF/(V nm), a ratio of about 150. The n-side depletion edge is about 10 nm away and the p-side edge about 102 nm away. The cube of w favours carriers near the tip, and the electrons on the n side are also denser than the holes on the p side; the separate effects of distance and density were not isolated. The tip is also no weak observer: directly under its apex w = 0.55, so 55% of a small voltage change reaches the silicon surface.

The velocity formula can be followed with numbers. At the zero for V = 0, differences over ±0.02 V and ±1 nm give

∂S/∂V = 3.95×10⁻³ aF/(V² nm), ∂S/∂x = 2.163×10⁻⁴ aF/(V nm²),

dx₀/dV = −3.95×10⁻³/2.163×10⁻⁴ = −18.3 nm/V.

Zeros found separately at V = ±0.02 V give −18.2 nm/V. This slope is not a universal correction. Between +0.3 and +0.6 V the average is (−48.17 + 35.92)/0.3 = −41 nm/V, more than twice as steep.

There is a bias at which the zero does meet the metallurgical junction. For this structure it is V = −0.97 V, or V_dc = −0.57 V. It lies outside the range in the list and was found by placing the tip at x = 0 and solving S = 0 for V. An experimenter who does not know x = 0 cannot use that procedure directly. The bias has to come from a model of the sample, oxide and tip, or from a reference structure that matches them.

**How far the numbers apply to a real scan**

The doping, oxide thickness and tip radius are illustrative values. The doping step is taken as abrupt; in a real junction it is graded, often over several nanometres, which can also move the zero and is not included in the shifts below. A real sample departs from the model in several ways. The shifts below are for V = +0.6 V, where the baseline is −48.2 nm; each changes one setting and keeps the others fixed, so they should not simply be added.

A modulation of ±0.2 V, represented by the condition C(V + 0.2 V) = C(V − 0.2 V), moves the zero by −12.7 nm. This is the largest shift found, and it shows that the small-signal derivative is a poor stand-in for a finite modulation at this bias. A sinusoidal modulation of the same amplitude with lock-in detection weights the voltages differently; the zero of its first harmonic moves by about −10 nm. Reducing the tip radius to 10 nm moves the zero by +8.9 nm. A uniform positive surface charge of 10¹¹ e/cm² moves it by −7.8 nm, in the same direction as a more positive tip.

Smaller corrections come from the carrier physics. Quantum confinement holds carriers away from the oxide; a setback of 1 nm, represented as 1.0 × 3.9/11.7 = 0.33 nm of additional oxide, gives +1.9 nm. This substitute omits the acceptors within the setback, a charge of −10¹⁰ e/cm²; scaling the surface-charge shift linearly adds about +0.8 nm. The change found with an approximate Fermi-Dirac filling is below the 0.01 nm tolerance of the root search; a small effect is expected from a largest surface density of 3.2×10¹⁸ cm⁻³ in the scans against a band density of states of 2.9×10¹⁹ cm⁻³. The dopants are taken as fully ionised. At 10¹⁸ cm⁻³ this is only approximate: a simple model with isolated levels 45 meV from the band edges moves the zero by about +0.6 nm, and the bias-dependent dopant charge then adds a term to the formula for S. Refining the mesh changes the position by 0.16 nm, small beside the 32 nm movement. The last digits quoted are not converged: on finer meshes this zero settles at −48.0 nm, the total movement at 31.9 nm, the values of S(0) about 0.6 to 0.9% lower, and the radius and two-point modulation shifts near +8.6 and −12.5 nm.

The largest oxide field in the scans is 2.0 MV/cm, below the rough 10 MV/cm at which good thin oxide breaks down. A tunnelling estimate with a 3.1 eV barrier, a mass of 0.4 electron masses and 10¹³ attempts per second gives 5.5×10⁻⁸ A/cm². A 0.2 V modulation at 50 kHz drives 0.07 A/cm² through the oxide capacitance. For an oxide of this quality leakage is negligible in the balance; a defective oxide could differ.

Carrier supply needs a separate check. The model lets carriers follow both the slow modulation and the fast signal that senses C, which in such instruments is roughly 1 GHz. At V = +0.6 V the electron density along the surface between the tip and the n side falls to 7.1×10¹³ cm⁻³. With a rough mobility μ = 300 cm²/Vs, the conduction relaxation frequency in SI units is

f = eμn/(2πε_Si ε₀) = 0.53 GHz.

At V = −0.6 V the same mobility gives 4.0 GHz for holes. These are local rates, at which charge relaxes where the carriers are fewest; they are not the cut-off frequency of the tip signal. Carriers this sparse screen little and can follow by diffusion. With a diffusion constant D = μkT/e = 7.8 cm²/s, crossing L = 50 nm takes about L²/D = 3.2 ps, short beside the 1 ns period of the fast signal. This estimate applies while the tip gathers few carriers; a dense layer fed through a sparse neck would fill more slowly. Carrier supply limited by generation, interface traps, the field from the sides of the tip beyond |x| = R and the three-dimensional shape of the tip are also left out, and the radius change above does not bound the last two.

Equilibrium response also limits the idea of a single junction reading. A sufficiently positive tip can gather enough electrons over p-type material for their weighted number to exceed that of the holes. S is then positive there too, and a zero that separates the two doping types may cease to exist. The biases listed here do not reach that condition at the positions scanned.

An electronic offset produces another displacement. If the recorded signal is aS + b, its zero lies where S = −b/a. To first order this shifts the reading by −b/(a ∂S/∂x). At V = 0, this linear estimate for an offset b/a of 0.001 aF/(V nm) is −0.001/0.0002163 = −4.6 nm. If b = 0, a change of the gain a leaves the zero in place; with a fixed nonzero b it does not.

**Assessment**

The argument may keep its identification of n-type and p-type regions away from the junction, provided that the tip has not begun to invert them. Its junction position is unsupported as it stands. The revision should state the direct bias, the modulation amplitude and the signal offset, and should show the zero at several direct biases. A zero that moves cannot be the metallurgical junction at every bias. A zero that hardly moves would not establish the identification either, since a fixed displacement remains possible.

To obtain a metallurgical position, the scans at several biases should be fitted together with a model that includes the tip shape, the oxide, the surface charge and the doping on both sides, or compared with a reference junction prepared and scanned in the same way. The uncertainty should include the settings that the fit cannot separate. In the present example at V = +0.6 V, a surface charge of 10¹¹ e/cm² and a halved tip radius each move the zero by about 8 to 9 nm, so a single reading at that bias could not be quoted to a few nanometres without independent control of both. These shifts depend on the bias and must be computed afresh for each scan. The values of the main calculation are collected in the numerical output.

Numbers as computed

```
Temperature 300 K, kT 0.02585 eV
Acceptors 1.0e+17, donors 1.0e+18 cm^-3
Intrinsic density 1.0e+10 cm^-3
Relative permittivity: silicon 11.7, oxide 3.9
Oxide 3.0 nm, tip radius 20.0 nm
Tip work function minus midgap 0.40 eV
Bulk potential: p side -0.4167 V, n side 0.4762 V
Built-in potential 0.8929 V
Depletion width: p side 102.45 nm, n side 10.25 nm
Intrinsic Debye length 28910 nm
Potential at metallurgical plane, no tip 0.3739 V
n = p without tip: solver -28.35 nm
n = p without tip: first integral -28.35 nm
Worst error of w^3 formula / gross signal 3.1e-04
V from midgap, V_dc, zero position, S at true junction
 -0.60 V, -0.20 V, -16.09 nm, +0.00606 aF/(V nm)
 -0.30 V, +0.10 V, -24.50 nm, +0.00916 aF/(V nm)
 +0.00 V, +0.40 V, -30.26 nm, +0.01611 aF/(V nm)
 +0.30 V, +0.70 V, -35.92 nm, +0.03918 aF/(V nm)
 +0.60 V, +1.00 V, -48.17 nm, +0.09900 aF/(V nm)
Total movement of zero 32.08 nm = 320.8 angstrom
Zero meets true junction at V -0.969 V
 that is V_dc -0.569 V
True junction, V=0: electron part 0.01622 aF/(V nm)
True junction, V=0: hole part 1.051e-04 aF/(V nm)
True junction, V=0: C 0.08707 aF/nm, w at tip 0.553
Sign changes in 40 nm scan at V=-0.6, 0, +0.6 V: [1, 1, 1]
dS/dV at zero, V=0: 3.950e-03 aF/(V^2 nm)
dS/dx at zero, V=0: 2.163e-04 aF/(V nm^2)
Velocity of zero: from zeros -18.20 nm/V
Velocity of zero: from derivatives -18.26 nm/V
Equal doping 1e+17 cm^-3, V=+0.6 V: -26.38 nm
Equal doping, V=-0.6 V: +26.38 nm
Shifts of the zero at V=+0.60 V:
 finer mesh +0.16 nm
 surface charge +1e+11 e/cm^2: -7.84 nm
 Fermi-Dirac filling -0.008 nm
 tip radius 10 nm +8.94 nm
 carrier setback 1.0 nm: +1.86 nm
 modulation amplitude 0.2 V: -12.72 nm
Largest oxide field 2.04 MV/cm
Largest surface density 3.22e+18 cm^-3
Band density of states 2.9e+19 cm^-3
Supply mobility (rough) 300 cm2/Vs
Electron bottleneck, V=+0.6 V: 7.11e+13 cm^-3
 relaxation frequency 5.25e+08 Hz
Hole bottleneck, V=-0.6 V: 5.35e+14 cm^-3
 relaxation frequency 3.95e+09 Hz
Tunnel barrier 3.1 eV, mass 0.4 m_e (rough)
Attempt rate 1e+13 /s, modulation 5e+04 Hz
Tunnel leakage 5.5e-08 A/cm^2
Modulation current 7.2e-02 A/cm^2
```
